# Born effective charge of a half-filled diatomic chain from its Berry phase

## The problem

A chain of period $a$ contains one cation and one anion per cell, at positions $x_c=u$ and $x_a=a/2$. Each carries one orbital, with energy $+\Delta$ on the cation and $-\Delta$ on the anion ($\Delta>0$). An electron hops between neighbours at distance $d$ with matrix element $-t(d)$. There are two electrons per cell, spin included, so the lower of the two bands is full.

Charges are in units of $e>0$. The cores carry $Q$ and $2-Q$. If both electrons sit on the anion, the ions have charges $+Q$ and $-Q$, which are the nominal ionic charges. At the equal bond length $d_0=a/2$ write

$$t=t(d_0)>0,\qquad \beta=-\left.\frac{d\ln t}{d\ln d}\right|_{d_0}>0 .$$

The Born effective charge is the change of the dipole $p$ per cell when all cations move together, at fixed $a$ and zero macroscopic field:

$$Z^*=\left.\frac{\partial (p/e)}{\partial u}\right|_{u=0}.$$

The electrons do not interact, the temperature is zero, the orbitals are orthogonal, and the position operator is diagonal in them.

Find $Z^*$ from the Berry phase. For which $\beta$ and $t/\Delta$ is $Z^*>Q$? Evaluate the case $a=0.40$ nm, $t=1$ eV, $\Delta=2$ eV, $\beta=2$, $Q=2$. These are round model parameters and stand for no particular material; $Q=2$ means that the cation supplies both electrons.

## A first estimate by scaling

Let $t\ll\Delta$. An electron on an anion must climb by $2\Delta$ to reach a neighbouring cation, so first-order perturbation theory puts an amplitude of size $t/2\Delta$ there. The two electrons together place

$$\nu(d)=2\left(\frac{t(d)}{2\Delta}\right)^2=\frac{t(d)^2}{2\Delta^2}$$

electrons on a cation at distance $d$. The anion at $a/2$ has one cation on its left at distance $d_1=d_0-u$ and one on its right at $d_2=d_0+u$. Moving $\nu(d_1)$ electrons left by $d_1$ adds $+\nu(d_1)d_1$ to $p/e$, because electrons are negative; the right-hand bond adds $-\nu(d_2)d_2$. Hence

$$\frac pe\approx Q\left(u-\frac a2\right)+\nu(d_1)d_1-\nu(d_2)d_2 .$$

Since $\nu\propto t^2$, its slope at $d_0$ is $-2\beta\nu/d_0$, and $d(\nu d)/dd=\nu(1-2\beta)$. As $d_1$ falls and $d_2$ rises with $u$, both bonds contribute $-\nu(1-2\beta)$:

$$Z^*-Q\approx 2\nu(2\beta-1)=(2\beta-1)\frac{t^2}{\Delta^2}.$$

Two effects compete. Electrons already on the cation travel with it and lower its charge. The shortened bond draws further electrons across a whole bond length, against the motion of the cation, and raises it. The estimate says that the second effect wins for $\beta>1/2$, whatever $t$ is. For the numerical case it gives an excess of $3\times0.25=0.75$.

## The exact solution

**The electronic centre.** Let the lower-band Bloch state have amplitude $e^{ikR}b_s(k)$ on site $s=c,a$ of cell $R$, with $b$ normalized, smooth and periodic in $k$. Angle brackets $\langle\cdot\rangle$ denote the average over the Brillouin zone, $(a/2\pi)\int dk$. The Wannier function of the band has amplitudes $B_s(R)=\langle e^{ikR}b_s\rangle$. Integration by parts, without boundary term because $b$ is periodic, gives $R\,B_s(R)=\langle e^{ikR}\,i\partial_kb_s\rangle$. Parseval's theorem then yields its centre,

$$W=\sum_{s,R}(R+x_s)|B_s(R)|^2=\sum_s x_s\langle|b_s|^2\rangle+\langle i\,b^\dagger\partial_kb\rangle .$$

The last term is $a/2\pi$ times the Berry phase. A change of phase of $b$ can shift $W$ by multiples of $a$, so $p$ is defined modulo $2ea$; its derivative on a continuous branch has no such ambiguity. With two electrons per cell,

$$\frac pe=Qx_c+(2-Q)x_a-2W .$$

**The band.** A cation couples to the anion of its own cell with $-t_1=-t(d_1)$ and to the anion of the previous cell with $-t_2=-t(d_2)$. Therefore

$$H(k)=\begin{pmatrix}\Delta&f\\ f^*&-\Delta\end{pmatrix},\qquad f=-(t_1+t_2e^{-ika}),$$

with energies $\pm\varepsilon$, where $\varepsilon^2=\Delta^2+|f|^2$. The lower eigenvector can be written with a real, positive anion component:

$$b_a=\sqrt{\frac{\varepsilon+\Delta}{2\varepsilon}},\qquad b_c=-\frac{f}{\sqrt{2\varepsilon(\varepsilon+\Delta)}} .$$

Indeed, the second row of $Hb=-\varepsilon b$ requires $f^*b_c=-(\varepsilon-\Delta)b_a$, which holds because $|f|^2=(\varepsilon-\Delta)(\varepsilon+\Delta)$. This vector is smooth and periodic even where $f=0$, so it follows one branch for all $u$.

**The Berry phase.** The derivatives of the real factors drop out, since $b^\dagger\partial_kb$ is purely imaginary for a normalized vector. What remains is

$$i\,b^\dagger\partial_kb=-\frac{\mathrm{Im}(f^*\partial_kf)}{2\varepsilon(\varepsilon+\Delta)} .$$

From $\partial_kf=ia\,t_2e^{-ika}$ one finds $\mathrm{Im}(f^*\partial_kf)=-a\,t_2(t_2+t_1\cos ka)$. Since $|f|^2=t_1^2+t_2^2+2t_1t_2\cos ka$,

$$t_2^2+t_1t_2\cos ka=\tfrac12|f|^2+\tfrac12(t_2^2-t_1^2).$$

Let $w=\langle|b_c|^2\rangle=\langle|f|^2/2\varepsilon(\varepsilon+\Delta)\rangle$. The Berry-phase term becomes

$$\langle i\,b^\dagger\partial_kb\rangle=\frac a2w-\frac a4(t_1^2-t_2^2)J,\qquad J=\left\langle\frac1{\varepsilon(\varepsilon+\Delta)}\right\rangle .$$

Adding the site term $uw+\frac a2(1-w)$, we get

$$W=\frac a2+uw-\frac a4(t_1^2-t_2^2)J .$$

**The derivative.** To first order $t_{1,2}=t\pm\alpha u$ with $\alpha=\beta t/d_0=2\beta t/a$. Exchanging $t_1$ and $t_2$ leaves $|f|^2$ unchanged, so $w$ and $J$ are even in $u$ and can be taken at $u=0$. With $t_1^2-t_2^2=4\alpha tu$,

$$Z^*=Q-2w+2a\alpha tJ=Q-2w+4\beta t^2J .$$

The part $Q-2w$ is the static charge, which moves rigidly with the cation. The last term is the charge transferred through the changing bonds. Because $|f|^2/(\varepsilon+\Delta)=\varepsilon-\Delta$, the number of electrons on the cation is $2w=1-\langle\Delta/\varepsilon\rangle$.

**The average $J$.** At $u=0$, with $\theta=ka/2$, $\varepsilon^2=\Delta^2+4t^2\cos^2\theta$. Then

$$\frac1{\varepsilon(\varepsilon+\Delta)}=\frac{\varepsilon-\Delta}{\varepsilon\,4t^2\cos^2\theta}=\frac1{4t^2}\left(1-\frac\Delta\varepsilon\right)\frac{d\tan\theta}{d\theta}.$$

Integrate by parts over $-\pi/2<\theta<\pi/2$. The boundary term vanishes because $1-\Delta/\varepsilon$ goes to zero as $\cos^2\theta$. Since $d\varepsilon/d\theta=-4t^2\sin\theta\cos\theta/\varepsilon$, the result is $J=\Delta\langle\sin^2\theta/\varepsilon^3\rangle$. Next,

$$\frac{d}{d\theta}\frac{\sin\theta\cos\theta}{\varepsilon}
=\frac{\cos^2\theta-\sin^2\theta}{\varepsilon}+\frac{4t^2\sin^2\theta\cos^2\theta}{\varepsilon^3}
=\frac{\cos^2\theta}{\varepsilon}-\frac{\Delta^2\sin^2\theta}{\varepsilon^3},$$

where $4t^2\cos^2\theta=\varepsilon^2-\Delta^2$ was used. The left side averages to zero, so $J=\langle\cos^2\theta/\varepsilon\rangle/\Delta$ and

$$4t^2J=\left\langle\frac{\varepsilon^2-\Delta^2}{\varepsilon\Delta}\right\rangle=\left\langle\frac\varepsilon\Delta-\frac\Delta\varepsilon\right\rangle .$$

The Born charge is therefore

$$\boxed{Z^*=Q-1+\left\langle(1-\beta)\frac\Delta\varepsilon+\beta\frac\varepsilon\Delta\right\rangle}$$

For numbers, let $M=\sqrt{\Delta^2+4t^2}$, $s=\Delta/M$ and $m=1-s^2$, so that $\varepsilon=M\sqrt{1-m\sin^2\theta}$. The definitions of the complete elliptic integrals $K(m)$ and $E(m)$ give

$$\left\langle\frac\Delta\varepsilon\right\rangle=\frac2\pi sK,\qquad \left\langle\frac\varepsilon\Delta\right\rangle=\frac2\pi\frac Es .$$

## When the charge exceeds the nominal one

Put $y=\varepsilon/\Delta\ge1$. The excess factorizes under the average:

$$Z^*-Q=\left\langle\frac{(y-1)\,[\beta y-(1-\beta)]}{y}\right\rangle .$$

If $\beta\ge1/2$, the square bracket is positive wherever $y>1$. Within this model $Z^*>Q$ then holds for every $t>0$.

For $0<\beta<1/2$, use $q=M/\Delta$, which grows from 1 as $t/\Delta$ grows from 0. Then $y=\sqrt{\sin^2\theta+q^2\cos^2\theta}$ is convex in $q$. So is $\langle1/y\rangle$: the substitution $\tan\theta=\sqrt q\,e^x$ turns it into

$$\left\langle\frac1y\right\rangle=\frac2\pi\int_{-\infty}^{\infty}\frac{dx}{\sqrt{(q+e^{2x})(q+e^{-2x})}} ,$$

whose integrand has a logarithm convex in $q$ and is therefore convex itself. The excess is thus a convex function of $q$. It vanishes at $q=1$, where its slope is $\beta\langle\cos^2\theta\rangle-(1-\beta)\langle\cos^2\theta\rangle=\beta-\frac12<0$. It grows without bound at large $q$, because $\langle y\rangle\ge q\langle|\cos\theta|\rangle=2q/\pi$. Such a function crosses zero once at $q>1$: the charge exceeds $Q$ above a single threshold of $t/\Delta$.

Setting the excess to zero at given $t/\Delta$ gives the critical exponent

$$\beta_c=\frac{\pi/2-sK}{E/s-sK}.$$

## The numerical case

Here $M=\sqrt{4+4}$ eV, so $s=0.7071$ and $m=0.5$. With $K=1.8541$ and $E=1.3506$, one has $sK=1.3110$ and $E/s=1.9101$. The two parts are

$$Q-2w=1+\frac2\pi(1.3110)=1.8346,\qquad \frac{2\beta}{\pi}(1.9101-1.3110)=0.7628,$$

and their sum is

$$Z^*=2.597,$$

about 30 % above the nominal charge of 2. The static charge is below 2, so the excess does not mean that the cation has lost more than two electrons; it comes from charge flowing along the bonds. Open chains of 40 and 60 cells, whose dipoles require no Berry phase, give 2.597 as well when the difference of their dipole slopes is divided by the 20 added cells.

At this $t/\Delta=0.5$ the critical exponent is $\beta_c=0.434$. For $\beta=0.25$ the threshold is $t/\Delta=1.844$. Berry phases computed at 0.9 and 1.1 times this value give $Z^*-Q=-0.031$ and $+0.035$.

## Comparison of the estimate with the solution

The table compares the excess $Z^*-Q$ for $\beta=2$ with the estimate $3t^2/\Delta^2$.

| $t/\Delta$ | Estimate | Exact in the model |
|---|---:|---:|
| 0.25 | 0.188 | 0.175 |
| 0.5 | 0.75 | 0.597 |
| 1 | 3 | 1.713 |
| 4 | 48 | 9.226 |

The estimate is 7 % too high at $t/\Delta=0.25$ and 26 % too high at 0.5, relative to the exact excess. To see why, expand $y=\sqrt{1+z}$ with $z=4(t/\Delta)^2\cos^2\theta$ to second order in $z$, using $\langle\cos^2\theta\rangle=\frac12$ and $\langle\cos^4\theta\rangle=\frac38$:

$$Z^*-Q=(2\beta-1)\frac{t^2}{\Delta^2}+\left(\frac94-3\beta\right)\frac{t^4}{\Delta^4}+\dots$$

The first term is the estimate, factor included. For $\beta=2$ the next coefficient is $-15/4$, so the estimate is too high at small $t/\Delta$. At $t/\Delta=0.25$ this term predicts an overshoot of 0.015, close to the actual 0.013. At 0.5 it predicts 0.23 against 0.15, so higher terms matter there. At $\beta=1/2$ the first term vanishes and the second, $\frac34t^4/\Delta^4$, is positive. The estimate also misses the threshold for $\beta<1/2$, where it predicts a deficit at any hopping.

In the opposite limit, $\Delta\ll t$, $\varepsilon\approx2t|\cos\theta|$ over most of the zone, and $Z^*\approx4\beta t/\pi\Delta$ to leading order. The growth is linear in $t/\Delta$, not quadratic. For $\beta=2$ and $\Delta/t=0.05$ this law gives 50.9 against the full 51.9; the constant $Q-1=1$ accounts for nearly all of the difference. Such a large charge describes small displacements alone. At finite $u$ the hopping difference adds $4\alpha^2u^2\sin^2\theta$ to $\varepsilon^2$, so linear response requires $2\alpha|u|\ll\Delta$, in addition to $\beta|u|\ll d_0$, which keeps the hopping itself linear in $u$.

## What the model leaves out

In the numerical case $\alpha=10$ eV/nm, and a displacement of 0.01 nm gives $2\alpha u=0.2$ eV, well below $\Delta$, and $\beta u/d_0=0.1$. The mean slope of the dipole between $\pm0.01$ nm depends on the full law $t(d)$, not only on $\beta$: it is 2.598 for $t\propto d^{-2}$ and 2.595 for an exponential with the same $\beta$. Nonlinearity hardly matters there. Hopping between like ions, with matrix element $+0.1$ eV between cations and $-0.1$ eV between anions, changes $Z^*$ to 2.644; reversing both signs gives 2.565.

Repulsion between electrons on neighbouring sites also changes $Z^*$. Take first a repulsion $V$ that does not depend on the bond length. In mean field it adds $V\rho_j$ to the hopping $t_j$, where $\rho_j$ is the bond order per spin. The band energy per spin is $-\langle\varepsilon\rangle$, and its derivative with respect to $t_j$ is $-2\rho_j$. Thus $\rho_1=\langle(t_1+t_2\cos ka)/2\varepsilon\rangle$, with $\rho_2$ obtained by exchanging $t_1$ and $t_2$, and

$$\rho_1-\rho_2=(t_1-t_2)\chi,\qquad\chi=\left\langle\frac{\sin^2\theta}{\varepsilon}\right\rangle .$$

Self-consistency requires $t_1-t_2=2\alpha u+V\chi(t_1-t_2)$, so $\alpha$, and with it $\beta$, is multiplied by $1/(1-V\chi)$ for $V\chi<1$. The mean-field values of $t$ and $\Delta$ at $u=0$ are held fixed here, and so is the slope $\alpha=10$ eV/nm of the bare hopping; site occupations are even in $u$ and shift no site energy at first order. For $V=1$ eV, $\chi=0.2266$ eV$^{-1}$, the factor is 1.293, and $Z^*$ rises from 2.597 to 2.821. A repulsion that falls as $1/d$, with the same value at $d_0$, also strengthens the exchange term in the shorter bond directly; $Z^*$ is then 2.915. The size of these shifts depends on what is held fixed. The bare hopping is $t-V\rho_j=0.809$ eV at $u=0$, so a slope of 10 eV/nm means a bare exponent of 2.47. If instead the bare hopping keeps the exponent 2, its slope is smaller by the factor 0.809, and $Z^*$ is 2.633 for constant $V$ and 2.727 for $V\propto1/d$. Correlation beyond mean field, orbital overlap, position matrix elements between different sites and lattice fluctuations are not included in any of these numbers. The numerical output lists most of the values used above and further pairs of $\beta$ and $t/\Delta$.

## Calculated quantities

```
period a = 0.40 nm, equal bond length d0 = 0.20 nm
hopping t = 1.00 eV, site energy Delta = 2.00 eV
hopping exponent beta = 2.00, nominal charge Q = 2.00 e
hopping slope alpha = 10.00 eV/nm
t/Delta = 0.500, band gap = 4.000 eV
s = 0.70711, m = 0.50000
K(m) = 1.85407, E(m) = 1.35064
s K = 1.31103, E/s = 1.91010
electrons on cation = 0.16537
static (rigid) charge = 1.83463 e
transfer part = 0.76276 e
Z* cation, closed formula = 2.59739 e
Z* cation, Berry phase = 2.59739 e
Z* cation, open chains = 2.59739 e
Z* anion, Berry phase = -2.59739 e
excess Z*-Q = 0.59739 e, Z*/Q = 1.2987
critical beta at this t/Delta = 0.43362
threshold t/Delta for beta 0.25 = 1.84397
Z*-Q at 0.9 of threshold, Berry phase = -0.03119 e
Z*-Q at 1.1 of threshold, Berry phase = 0.03471 e
Z*-Q in e; columns t/Delta = 0.25, 0.5, 1, 2, 4
  beta 0.25:  -0.0263   -0.0700   -0.0986    0.0292    0.5189
  beta 0.50:   0.0024    0.0253    0.1601    0.6213    1.7628
  beta 1.00:   0.0598    0.2160    0.6776    1.8057    4.2505
  beta 2.00:   0.1747    0.5974    1.7126    4.1743    9.2260
  beta 3.00:   0.2895    0.9788    2.7476    6.5430   14.2016
weak hopping t/Delta=0.02, beta=2: Z*-Q = 0.001199 e
  weak-hopping law = 0.001200 e
small gap Delta/t=0.05, beta=2: Z* = 51.937 e
  leading small-gap law = 50.930 e
largest relative formula-Berry difference = 7.1e-08
mean slope between u = -/+0.01 nm = 2.59820 e
same-species hopping +/-0.10 eV on cation/anion: Z* = 2.64438 e
  with both signs reversed: Z* = 2.56456 e
neighbour repulsion V = 1.00 eV, chi = 0.22662 1/eV
  hopping-slope enhancement = 1.29303
  Z* with exchange, formula = 2.82090 e
  Z* with exchange, self-consistent = 2.82090 e
```
